\section*{How multipole moments and quadrupole polarizabilities change with the expansion centre, part 1}

(Sections cited here and not found follow in the second part.)

Anyone who computes a quadrupole moment or a polarizability of higher order has to tell the program where the expansion centre lies: on a nucleus, at the centre of mass, at the centre of nuclear charge. Two decisions follow. The first is whether a number can be reported, or compared with another calculation, without naming that centre. The second is whether a property wanted at a new centre must be computed afresh or can be converted, and, if it can, which lower properties have to be stored for the conversion. Both decisions rest on the transformation laws of the quadrupole moment $\Theta$, the dipole--quadrupole polarizability $A$ and the quadrupole--quadrupole polarizability $C$ under a shift of the centre, and on a theorem that says exactly when a permanent multipole moment does not change.

Hartree atomic units are used throughout. The nuclei are clamped, the ground state $|0\rangle$ of the unperturbed Hamiltonian $H_0$ is nondegenerate and real, and the charge density falls off fast enough for every moment that appears to converge absolutely, as it does for a bound state with exponential decay. The symbol $\sum e$ runs over all particles, electrons with charge $e=-1$ and nuclei with $e=Z$. Indices $a,b,c,\dots$ are Cartesian, and repeated indices are summed.

The definitions, with their numerical factors, come from the interaction with an external electrostatic potential $\phi(\mathbf r)$ whose sources lie outside the molecule. With positions $\mathbf r$ measured from a centre $O$, and with the expansion stopped at second order,
\begin{equation}
\phi(\mathbf r)=\phi-F_a r_a-\tfrac12F_{ab}\,r_ar_b ,
\qquad F_a=-\partial_a\phi\big|_O,\qquad F_{ab}=-\partial_a\partial_b\phi\big|_O .
\label{eq:pot}
\end{equation}
The field gradient $F_{ab}$ is symmetric because derivatives commute, and traceless, $F_{aa}=0$, because $\phi$ obeys Laplace's equation where it has no sources. The perturbation is $V=\sum e\,\phi(\mathbf r)$. Since $F_{ab}\delta_{ab}=0$, the product $r_ar_b$ may be replaced by $r_ar_b-\tfrac13r^2\delta_{ab}$ without changing $V$. With the operators
\begin{equation}
q=\sum e,\qquad \mu_a=\sum e\,r_a,\qquad
\Theta_{ab}=\tfrac12\sum e\,(3r_ar_b-r^2\delta_{ab}),
\label{eq:defs}
\end{equation}
one has $\sum e\,(r_ar_b-\tfrac13r^2\delta_{ab})=\tfrac23\Theta_{ab}$, and therefore
\begin{equation}
V=q\phi-\mu_aF_a-\tfrac13\Theta_{ab}F_{ab}.
\label{eq:V}
\end{equation}
The same letters will denote the ground-state expectation values, the permanent moments, where no confusion is possible. The first-order energy $W_1=\langle0|V|0\rangle$ then has exactly the form of \eqref{eq:V}.

For the second order, the first-order change of the state obeys $(H_0-E_0)|\psi_1\rangle=-(V-W_1)|0\rangle$. Projecting on an eigenstate $|n\rangle$ with $n\neq0$ gives $\langle n|\psi_1\rangle=-\langle n|V|0\rangle/(E_n-E_0)$, and with $\langle0|\psi_1\rangle=0$ the energy is $W_2=\langle0|V|\psi_1\rangle$. For two real multiplicative operators $P$ and $Q$ define
\begin{equation}
\chi(P,Q)=2\sum_{n\neq0}\frac{\langle0|P|n\rangle\langle n|Q|0\rangle}{E_n-E_0},
\label{eq:chi}
\end{equation}
where the sum includes the continuum. All states can be chosen real, so $\chi$ is real and symmetric, and $W_2=-\tfrac12\chi(V,V)$. Three properties of $\chi$ carry the whole derivation: it is linear in each argument, it is symmetric, and it vanishes if either argument is a constant $c$, because $\langle0|c|n\rangle=c\langle0|n\rangle=0$. It also has a meaning free of the sum over states. For $H=H_0-\lambda P$ the state changes by $\lambda\sum_{n\neq0}|n\rangle\langle n|P|0\rangle/(E_n-E_0)$, and $\langle Q\rangle$ receives this change once from the ket and once from the bra, so
\begin{equation}
\chi(P,Q)=\frac{d\langle Q\rangle}{d\lambda}\bigg|_{\lambda=0}.
\label{eq:resp}
\end{equation}
Inserting \eqref{eq:V} in $-\tfrac12\chi(V,V)$, the constant $q\phi$ drops out and the cross term appears twice:
\begin{equation}
W_2=-\tfrac12\chi(\mu_a,\mu_b)F_aF_b-\tfrac13\chi(\mu_a,\Theta_{bc})F_aF_{bc}
-\tfrac1{18}\chi(\Theta_{ab},\Theta_{cd})F_{ab}F_{cd}.
\end{equation}
The convention adopted here writes this energy as
\begin{equation}
W_2=-\tfrac12\alpha_{ab}F_aF_b-\tfrac13A_{a,bc}F_aF_{bc}-\tfrac16C_{ab,cd}F_{ab}F_{cd},
\label{eq:W2}
\end{equation}
which fixes
\begin{equation}
\alpha_{ab}=\chi(\mu_a,\mu_b),\qquad A_{a,bc}=\chi(\mu_a,\Theta_{bc}),\qquad
C_{ab,cd}=\tfrac13\chi(\Theta_{ab},\Theta_{cd}).
\label{eq:pol}
\end{equation}
The factor $\tfrac13$ in $C$ is the ratio of $\tfrac1{18}$ to $\tfrac16$. Like $\Theta$, the tensors $A$ and $C$ are symmetric and traceless in each index pair that comes from a $\Theta$, and $C_{ab,cd}=C_{cd,ab}$. With clamped nuclei the nuclear parts of $\mu$ and $\Theta$ are constants; they enter the permanent moments and drop out of the polarizabilities.

Now move the centre to $O'=O+\mathbf S$ while the molecule stays where it is. A particle at $\mathbf r$ has the new coordinate $\mathbf r'=\mathbf r-\mathbf S$, and primes mark quantities referred to $O'$. The charge is unchanged, and
\begin{equation}
\mu'_a=\sum e\,(r_a-S_a)=\mu_a-qS_a .
\label{eq:mu}
\end{equation}
For the quadrupole the two ingredients are
\begin{align}
r'_ar'_b&=r_ar_b-S_ar_b-S_br_a+S_aS_b,\\
r'^2&=r^2-2S_cr_c+S^2 .
\end{align}
Multiplying the first by $\tfrac32e$, the second by $-\tfrac12e\,\delta_{ab}$, and summing over particles gives
\begin{equation}
\Theta'_{ab}=\Theta_{ab}-\tfrac32(S_a\mu_b+S_b\mu_a)+\delta_{ab}S_c\mu_c
+\tfrac12q\,(3S_aS_b-S^2\delta_{ab}).
\end{equation}
The terms linear in $\mathbf S$ are collected in the tensor
\begin{equation}
T_{ab,c}=\tfrac32(S_a\delta_{bc}+S_b\delta_{ac})-\delta_{ab}S_c ,
\label{eq:T}
\end{equation}
which is symmetric in $ab$ and traceless in $ab$, since $T_{aa,c}=3S_c-3S_c=0$. Then
\begin{equation}
\Theta'_{ab}=\Theta_{ab}-T_{ab,c}\,\mu_c+\tfrac12q\,(3S_aS_b-S^2\delta_{ab}).
\label{eq:Theta}
\end{equation}
All quantities on the right refer to the old centre. The last term is the quadrupole that a point charge $q$ sitting at $O$, that is at $\mathbf r'=-\mathbf S$, has about $O'$; the middle term is the quadrupole about $O'$ of a point dipole at $O$. Equations \eqref{eq:mu} and \eqref{eq:Theta} hold for each configuration of the particles, so they are operator identities, valid for expectation values and for transition matrix elements alike.

The Hamiltonian $H_0$ contains kinetic energies and distances between particles, and neither knows about the centre. The states $|n\rangle$ and energies $E_n$ in \eqref{eq:chi} are therefore the same for $O$ and $O'$, and only the operators change. In \eqref{eq:mu} and \eqref{eq:Theta} the terms in $q$ are constants, which $\chi$ annihilates. For the dipole polarizability this leaves
\begin{equation}
\alpha'_{ab}=\chi(\mu_a-qS_a,\ \mu_b-qS_b)=\alpha_{ab}.
\label{eq:alpha}
\end{equation}
For $A$, linearity in the second argument gives
\begin{equation}
A'_{a,bc}=\chi(\mu_a,\ \Theta_{bc}-T_{bc,d}\mu_d)=A_{a,bc}-T_{bc,d}\,\alpha_{ad},
\label{eq:A}
\end{equation}
or, with \eqref{eq:T} written out,
\begin{equation}
A'_{a,bc}=A_{a,bc}-\tfrac32S_b\alpha_{ac}-\tfrac32S_c\alpha_{ab}+\delta_{bc}S_d\alpha_{ad}.
\end{equation}
For $C$ both arguments change, and the product has four terms:
\begin{align}
3C'_{ab,cd}&=\chi(\Theta_{ab}-T_{ab,e}\mu_e,\ \Theta_{cd}-T_{cd,f}\mu_f)\nonumber\\
&=\chi(\Theta_{ab},\Theta_{cd})-T_{ab,e}\chi(\mu_e,\Theta_{cd})
-T_{cd,f}\chi(\Theta_{ab},\mu_f)+T_{ab,e}T_{cd,f}\chi(\mu_e,\mu_f).
\end{align}
The symmetry of $\chi$ turns the third term into an $A$, and division by 3 gives
\begin{equation}
C'_{ab,cd}=C_{ab,cd}-\tfrac13\left(T_{ab,e}A_{e,cd}+T_{cd,e}A_{e,ab}\right)
+\tfrac13T_{ab,e}T_{cd,f}\,\alpha_{ef}.
\label{eq:C}
\end{equation}
These laws are exact for a shift of any size; the term of $\Theta'$ quadratic in $\mathbf S$ is a constant that $\chi$ annihilates, so $A'$ is linear and $C'$ quadratic in $\mathbf S$. The corrections have the required symmetry and vanishing traces because $T$ and $A$ are symmetric and traceless in their quadrupole index pairs. The charge and the permanent dipole appear in none of \eqref{eq:alpha}--\eqref{eq:C}, so the laws are the same for an ion and for a neutral molecule. They also settle what must be stored: $\Theta$ can be moved if $q$ and $\mu$ are known, $A$ if $\alpha$ is known, and $C$ if both $A$ and $\alpha$ are known as full tensors. The clamping of the nuclei matters for an ion, because a free ion accelerates in a uniform field and has no stationary perturbed state until the motion of its centre of mass is separated off.

The same laws hold exactly in Hartree--Fock theory with a finite basis fixed to the nuclei, if $\chi$ is defined by \eqref{eq:resp}. The matrices of the operators obey \eqref{eq:mu} and \eqref{eq:Theta}, with the overlap matrix standing for the constant, because the identities hold under the integral sign. The first-order response is linear in $P$, and an expectation value is linear in $Q$. A constant added to the one-electron Hamiltonian shifts all orbital energies equally and leaves the orbitals alone, so the response to a constant is zero, and the expectation value of a constant cannot change because the number of electrons is fixed. Finally, the energy $E(\lambda,\kappa)$ for $H_0-\lambda P-\kappa Q$ is stationary with respect to the orbitals, so $\partial E/\partial\kappa=-\langle Q\rangle$, and $\chi=-\partial^2E/\partial\lambda\,\partial\kappa$ is symmetric. The argument breaks if basis functions are attached to the expansion centre and move with it, for then the model of $H_0$ itself changes with $\mathbf S$. In a method whose energy is not stationary, responses defined through expectation values need not be symmetric; $\chi(\mu,\Theta)$ and $\chi(\Theta,\mu)$ must then each be kept in its own place in the line before \eqref{eq:C}.

The physical content of the laws is that the energy of a given molecule in a given potential cannot depend on where the expansion is centred. Take the potential \eqref{eq:pot} to be exactly quadratic and define $g_a=F_{ab}S_b$. Evaluating the potential and its derivatives at $\mathbf r=\mathbf S$ gives
\begin{equation}
\phi'=\phi-F_aS_a-\tfrac12g_aS_a,\qquad F'_a=F_a+g_a,\qquad F'_{ab}=F_{ab}.
\end{equation}
One contraction is needed repeatedly. For any symmetric traceless $X_{ab}$ the last term of \eqref{eq:T} contributes nothing and the first two are equal, so
\begin{equation}
T_{ab,e}X_{ab}=3S_aX_{ae},
\label{eq:contr}
\end{equation}
and in particular $T_{ab,e}F_{ab}=3g_e$. In first order,
\begin{align}
W'_1&=q\left(\phi-\mathbf F\!\cdot\!\mathbf S-\tfrac12\mathbf g\!\cdot\!\mathbf S\right)
-(\boldsymbol\mu-q\mathbf S)\!\cdot\!(\mathbf F+\mathbf g)
-\tfrac13\left(\Theta_{ab}F_{ab}-3\,\mathbf g\!\cdot\!\boldsymbol\mu+\tfrac32q\,\mathbf g\!\cdot\!\mathbf S\right).
\end{align}
The terms in $q\,\mathbf F\cdot\mathbf S$ have coefficients $-1+1$, those in $\mathbf g\cdot\boldsymbol\mu$ have $-1+1$, and those in $q\,\mathbf g\cdot\mathbf S$ have $-\tfrac12+1-\tfrac12$, so $W'_1=W_1$. In second order write $k_a=A_{a,bc}F_{bc}$, and let $\mathbf x\alpha\mathbf y$ stand for $x_a\alpha_{ab}y_b$. The three parts of \eqref{eq:W2} at $O'$ are
\begin{align}
-\tfrac12\alpha'_{ab}F'_aF'_b&=-\tfrac12\mathbf F\alpha\mathbf F-\mathbf F\alpha\mathbf g-\tfrac12\mathbf g\alpha\mathbf g,\\
-\tfrac13A'_{a,bc}F'_aF_{bc}&=-\tfrac13(k_a-3\alpha_{ad}g_d)(F_a+g_a)
=-\tfrac13\mathbf k\!\cdot\!\mathbf F-\tfrac13\mathbf k\!\cdot\!\mathbf g+\mathbf F\alpha\mathbf g+\mathbf g\alpha\mathbf g,\\
-\tfrac16C'_{ab,cd}F_{ab}F_{cd}&=-\tfrac16\left(C_{ab,cd}F_{ab}F_{cd}-2\,\mathbf k\!\cdot\!\mathbf g+3\,\mathbf g\alpha\mathbf g\right).
\end{align}
In the last line each of the two cross terms of \eqref{eq:C} gives $\tfrac13\cdot3\,\mathbf g\cdot\mathbf k$ and the quadratic term gives $\tfrac13\cdot9\,\mathbf g\alpha\mathbf g$. In the sum, $\mathbf F\alpha\mathbf g$ has coefficients $-1+1$, $\mathbf k\cdot\mathbf g$ has $-\tfrac13+\tfrac13$, and $\mathbf g\alpha\mathbf g$ has $-\tfrac12+1-\tfrac12$, so $W'_2=W_2$. The origin dependence of the properties is the counterpart of the fact that a field gradient makes the field itself differ between $O$ and $O'$. If the potential has cubic or higher terms, the expansions truncated at the field gradient about two centres describe different potentials, and their energies differ by terms involving the neglected derivatives. The numerical check tests the invariance by applying one fixed quadratic potential, extracting the two orders from differences of self-consistent-field energies, and comparing them with the expansions about both centres. For water (RHF/aug-cc-pVDZ), the coefficients of the first and second power of the strength of the potential are $-0.627655$ and $-1.77367$ hartree, and the expansion about the centre shifted by $\mathbf S=(0.4,-0.3,0.7)$ bohr returns the same digits. For a deliberately distorted H$_3$O$^+$ ion (RHF/6-31G* with five spherical d functions on oxygen, not the six Cartesian ones with which this basis is usually defined), where the terms in $q$ are active, the pair is $-0.178836$ and $-1.00540$ hartree by both routes.

Whether $A$ and $C$ can ever be independent of the centre depends on $\alpha$, and $\alpha$ is positive definite for the exact ground state. For a real vector $\mathbf u\neq0$, $\mathbf u\alpha\mathbf u=2\sum_{n\neq0}\langle n|\mathbf u\cdot\boldsymbol\mu|0\rangle^2/(E_n-E_0)$ is a sum of nonnegative terms. It could vanish only if $\mathbf u\cdot\boldsymbol\mu\,|0\rangle$ were proportional to $|0\rangle$, which would require $\mathbf u\cdot\sum_i\mathbf r_i$ over the electrons to be constant wherever the wave function is nonzero. That confines the wave function to a hyperplane of zero volume, which a normalized function does not allow. In Hartree--Fock theory positivity depends on the stability of the solution and on the basis, and the program asserts it for both molecules.

The consequence is seen in two contractions. Let $v_c=A_{a,ac}$. Setting $b=a$ in \eqref{eq:A} and summing,
\begin{equation}
T_{ac,d}\alpha_{ad}=\tfrac32S_a\alpha_{ac}+\tfrac32S_c\,\alpha_{aa}-\alpha_{cd}S_d=M_{cd}S_d,
\qquad M=\tfrac12\alpha+\tfrac32(\operatorname{tr}\alpha)\,\mathbf 1,
\end{equation}
so that
\begin{equation}
\mathbf v'=\mathbf v-M\mathbf S .
\label{eq:v}
\end{equation}
The matrix $M$ is positive definite with $\alpha$, so $M\mathbf S\neq0$ for every $\mathbf S\neq0$: the tensor $A$ changes under every shift. For the full trace $C_{ab,ab}$, rule \eqref{eq:contr} applies to $A_{e,ab}$ and to $T_{ab,f}$, both symmetric and traceless in $ab$:
\begin{align}
T_{ab,e}A_{e,ab}&=3S_aA_{e,ae}=3\,\mathbf S\cdot\mathbf v,\\
T_{ab,e}T_{ab,f}&=3S_aT_{ae,f}=3\left[\tfrac32(S^2\delta_{ef}+S_eS_f)-S_eS_f\right]
=3\left[\tfrac32S^2\delta_{ef}+\tfrac12S_eS_f\right].
\end{align}
Contracting the second line with $\tfrac13\alpha_{ef}$ gives $\mathbf SM\mathbf S$, and \eqref{eq:C} yields
\begin{equation}
C'_{ab,ab}=C_{ab,ab}-2\,\mathbf S\cdot\mathbf v+\mathbf SM\mathbf S .
\end{equation}
With $\mathbf S^*=M^{-1}\mathbf v$, completing the square gives
\begin{equation}
C'_{ab,ab}=C_{ab,ab}-\mathbf S^*\!\cdot\mathbf v+(\mathbf S-\mathbf S^*)M(\mathbf S-\mathbf S^*).
\label{eq:trC}
\end{equation}
The trace of $C$ is a strictly convex function of the centre, so $C$ is never independent of it, and the minimum lies at the single point $O+\mathbf S^*$ where $\mathbf v$ vanishes. That point belongs to the molecule and not to the starting centre: from $O'$ one finds $M^{-1}\mathbf v'=\mathbf S^*-\mathbf S$, which leads to the same place. Being unique, it is left fixed by every symmetry operation of the molecule. A shift has three free parameters while $A$ has up to $3\times5$ independent components, so a shift can in general remove only three combinations of components, such as the contraction $\mathbf v$, and not $A$ itself. The program tests, with integrals recomputed at trial centres, that $\mathbf v$ vanishes at $O+\mathbf S^*$ and that a numerical minimization of the trace ends there.

The hydrogen atom shows the laws in closed form. If a function $f_P$ solves $(H_0-E_0)f_P\psi_0=(P-\langle P\rangle)\psi_0$, projection on $|n\rangle$ gives $\langle n|f_P|0\rangle=\langle n|P|0\rangle/(E_n-E_0)$ for $n\neq0$, and completeness turns \eqref{eq:chi} into $\chi(P,Q)=2\langle(Q-\langle Q\rangle)f_P\rangle$; this is the Dalgarno--Lewis method. With $\psi_0\propto e^{-r}$, the product rule $\nabla^2(f\psi_0)=\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0+f\nabla^2\psi_0$ and $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$ reduce the equation to $Lf_P=P-\langle P\rangle$ with $L=-\tfrac12\nabla^2+\partial_r$. Since $\nabla^2(r^kP_l)=[k(k+1)-l(l+1)]r^{k-2}P_l$ for a Legendre polynomial $P_l(\cos\theta)$,
\begin{equation}
L\,r^lP_l=l\,r^{l-1}P_l,\qquad
L\,r^{l+1}P_l=(l+1)\,(r^l-r^{l-1})P_l ,
\end{equation}
and the combination $f=\left[r^l/l+r^{l+1}/(l+1)\right]P_l$ satisfies $Lf=r^lP_l$ for $l\geq1$. The averages needed are $\langle r^j\rangle=4\int_0^\infty r^{j+2}e^{-2r}dr=(j+2)!/2^{j+1}$ and the angular mean $1/(2l+1)$ of $P_l^2$. With the centre at the nucleus the electronic operators are $\mu_z=-rP_1$ and $\Theta_{zz}=-r^2P_2$, so
\begin{align}
\alpha&=\tfrac23\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=\tfrac23\left(3+\tfrac{15}4\right)=\tfrac92,\\
C_{zz,zz}&=\tfrac13\cdot\tfrac25\left(\tfrac12\langle r^4\rangle+\tfrac13\langle r^5\rangle\right)
=\tfrac2{15}\left(\tfrac{45}4+\tfrac{105}4\right)=5,
\end{align}
and $A_{z,zz}=0$ because $P_1$ and $P_2$ are orthogonal. For a shift $s$ along $z$, \eqref{eq:T} gives $T_{zz,e}=(3s-s)\delta_{ez}=2s\,\delta_{ez}$, and the laws give
\begin{equation}
A'_{z,zz}=-2s\alpha=-9s,\qquad C'_{zz,zz}=5+\tfrac13(2s)^2\alpha=5+6s^2 .
\end{equation}
The program solves the first-order equation symbolically for the shifted operator itself, asserts that the dependence on $s$ follows the laws \eqref{eq:A} and \eqref{eq:C}, and prints $\alpha=\tfrac92$, $A'_{z,zz}=-9s$ and $C'_{zz,zz}=5+6s^2$, in agreement with the values derived here. The atom has $q=0$ and $\boldsymbol\mu=0$, and its $\Theta$ about the nucleus vanishes by spherical symmetry, so its permanent $\Theta$ is zero about every centre, yet $A$ is nonzero about every centre but the nucleus. A uniform field induces the dipole $\alpha F_z$ at the nucleus, and by \eqref{eq:Theta} this dipole has the quadrupole $-2s\alpha F_z$ about the displaced centre.

The laws that carry $\Theta$, $A$ and $C$ to a new centre are now established, together with the lower properties each conversion needs and the fact that neither $A$ nor $C$ is ever independent of the centre. What remains is the theorem that says exactly when a permanent moment of arbitrary rank is unchanged, and a worked conversion for water.
